# Why Coarse Grids Pin Ferroelectric Domain Walls

## A wall that should move and does not

A phase-field simulation contains two ferroelectric domains separated by a flat 180-degree wall. A weak field favours one domain. The model has no defects, so the wall should glide, yet on a coarse grid it shifts by a fraction of a cell and stops. On a finer grid, under the same field, it moves.

The grid has made the wall energy depend on where the wall sits between nodes. Four contributions are separated below: the sampled local energy, the sampled gradient energy, the relaxation of the wall on the grid, and the driving field.

## The continuum wall has no preferred position

Let $p=P/P_0$ be the reduced polarization. It lies parallel to the wall, so the wall is neutral and creates no depolarizing field. Elasticity, defects and thermal noise are left out. The energy per wall area is

$$F=\int\left[w(1-p^2)^2+\frac{\kappa}{2}p'^2\right]dx,\qquad \kappa=2w\delta^2 .$$

Stationarity requires $\kappa p''=-4wp(1-p^2)$. Multiplying by $p'$ and integrating, with $p'=0$ at $p=\pm1$, gives

$$\frac{\kappa}{2}p'^2=w(1-p^2)^2\quad\Rightarrow\quad \delta p'=1-p^2 ,$$

for a wall rising from $-1$ to $+1$. Hence $p=\tanh[(x-X)/\delta]$. The two energy densities are equal, and

$$\sigma=2w\delta\int_{-\infty}^{\infty}\mathrm{sech}^4u\,du=\frac{8}{3}w\delta .$$

The position $X$ has dropped out, because shifting the integration variable removes it. Without a barrier, any field can move the wall.

The parameters $w$, $\delta$ and $P_0$ set the natural units. Energy per area is measured in $w\delta$, field in $w/P_0$ and length in $\delta$.

## What the grid changes

Take nodes at $x_i=ih$, with $s=h/\delta$, and a nearest-neighbour difference for the gradient. Since $\kappa/(2h)=w\delta/s$, the energy divided by $w\delta$ is

$$\Phi=s\sum_i(1-p_i^2)^2+\frac1s\sum_i(p_{i+1}-p_i)^2 .$$

Relabelling nodes shows that a shift by a whole cell costs nothing. No such argument covers a fraction of a cell, so $\Phi$ may vary with $X$ with period $h$.

First keep the continuum shape and slide it rigidly: $p_i=\tanh u_i$, with $u_i=is-X/\delta$. This is the frozen wall.

### Tool: sums over nodes

For a smooth, decaying, even function $g$, the sum $\sum_i g(is-\xi)$ has period $s$ in $\xi$. Its Fourier coefficient is an integral over one period of a sum of shifted copies, which joins into one integral over the whole line. Therefore

$$\sum_i g(is-\xi)=\frac1s\sum_{m=-\infty}^{\infty}\hat g(q_m)\cos(q_m\xi),\qquad q_m=\frac{2\pi m}{s},$$

where $\hat g(q)=\int g(u)e^{-iqu}du$. The $m=0$ term is the continuum integral divided by $s$; the others carry the position dependence.

We need $G(q)$, the transform of $\mathrm{sech}^2u$. This function has period $i\pi$, so integrate around the strip $0<\mathrm{Im}\,u<\pi$. The upper edge reproduces the integral with an extra factor $e^{\pi q}$. Inside is a double pole at $i\pi/2$, where $\mathrm{sech}^2u\approx-1/(u-i\pi/2)^2$. The residue of the integrand is $iq\,e^{\pi q/2}$, so

$$G(1-e^{\pi q})=2\pi i\,(iq\,e^{\pi q/2})\quad\Rightarrow\quad G(q)=\frac{\pi q}{\sinh(\pi q/2)},\quad G(0)=2 .$$

## Contribution 1: the local energy

The local term samples $\mathrm{sech}^4u$. Two derivatives give $(\mathrm{sech}^2u)''=4\,\mathrm{sech}^2u-6\,\mathrm{sech}^4u$. In Fourier space the left side is $-q^2G$, so the transform of $\mathrm{sech}^4u$ is $(q^2+4)G/6$. The prefactor $s$ cancels the $1/s$ of the sum rule:

$$\Phi_{\rm loc}=\sum_m\frac{q_m^2+4}{6}\,G(q_m)\cos\frac{2\pi mX}{h}.$$

All the coefficients are positive, so the local energy is highest with a node at the wall centre. That node has $p=0$ and sits on top of the double well.

## Contribution 2: the gradient energy

Write $a=\tanh u_i$ and $b=\tanh u_{i+1}$. Since $u_{i+1}-u_i=s$, the subtraction formula $\tanh s=(b-a)/(1-ab)$ gives $ab=1-(b-a)\coth s$. Then

$$(b-a)^2=a^2+b^2-2ab=2(b-a)\coth s-\mathrm{sech}^2u_i-\mathrm{sech}^2u_{i+1},$$

where $a^2=1-\mathrm{sech}^2u_i$, and likewise for $b^2$, cancelled the constant. On summing, the differences $b-a$ telescope to 2:

$$\sum_i(p_{i+1}-p_i)^2=4\coth s-2\sum_i\mathrm{sech}^2u_i .$$

Dividing by $s$ and applying the sum rule,

$$\Phi_{\rm grad}=\frac{4\coth s}{s}-\frac{2}{s^2}\sum_m G(q_m)\cos\frac{2\pi mX}{h}.$$

The ripple has the opposite sign: the gradient energy is highest with the centre midway between nodes, where one difference spans the steepest part of the wall.

## Weighing the two for the frozen wall

Insert $q_m^2=4\pi^2m^2/s^2$ and combine the terms $\pm m$. The coefficient of $\cos(2\pi mX/h)$ for $m\ge1$ is

$$A_m=2G(q_m)\left[\frac23+\frac{2}{s^2}\left(\frac{\pi^2m^2}{3}-1\right)\right].$$

In the bracket, $-2/s^2$ is the gradient part and the rest is local. For $m=1$ and small $s$ their ratio tends to $-3/\pi^2\approx-0.30$: the gradient cancels about 30% of the local ripple. The bracket stays positive, so the preferred position is midway between nodes.

The $m=0$ terms give the mean energy. With $\coth s=1/s+s/3-s^3/45+\dots$,

$$\bar\Phi=\frac43-\frac4{s^2}+\frac{4\coth s}{s}=\frac83-\frac{4s^2}{45}+\dots$$

The mean error is thus a power of $s$. The ripple behaves differently. For small $s$, $G(q_1)\approx(4\pi^2/s)e^{-\pi^2/s}$. The barrier is the energy at $X=0$ minus that at $X=h/2$, which is $2A_1$ when higher harmonics are negligible:

$$B_{\rm frozen}\approx32\pi^2\left(\frac{\pi^2}{3}-1\right)s^{-3}e^{-\pi^2/s}=723.2\,s^{-3}e^{-\pi^2/s}.$$

This vanishes faster than any power of $s$. The ripple measures how much Fourier content the energy density has at the grid wavenumber $2\pi/h$. A smooth wall has little there, and the decay rate is set by the distance $\pi\delta/2$ from the real axis to the nearest complex pole of the profile.

For $s=1$ the numbers are easily followed. $G(2\pi)=2\pi^2/\sinh\pi^2=2.042\times10^{-3}$. The bracket is $7.246$ (local) minus $2$ (gradient), or $5.246$. Hence $A_1=0.02143$ and $B_{\rm frozen}=0.0429$, in agreement with direct summation over nodes.

## Contribution 3: the wall relaxes on the grid

The sampled tanh is not a stationary state of $\Phi$. Setting $\partial\Phi/\partial p_i=0$ gives

$$-4s\,p_i(1-p_i^2)+\frac2s(2p_i-p_{i+1}-p_{i-1})=0,$$

or

$$p_{i+1}+p_{i-1}-2p_i=-2s^2p_i(1-p_i^2).$$

Two symmetric solutions matter, one centred on a node and one midway between nodes. The relaxed barrier $B$ is their energy difference. At $s=0.75$ the lowest Hessian eigenvalue is $-0.166$ for the node-centred wall and $+0.177$ for the other. The first is a saddle, with one unstable direction, and the second a minimum.

**The exponent.** In the tail put $p_i=1-\epsilon_i$ and keep first order in $\epsilon$:

$$\epsilon_{i+1}+\epsilon_{i-1}-2\epsilon_i=4s^2\epsilon_i .$$

With $\epsilon_i\propto e^{-\mu i}$ this becomes $4\sinh^2(\mu/2)=4s^2$, so $\mu=2\,\mathrm{arcsinh}\,s$ instead of the continuum value $2s$. A wall with this tail resembles $\tanh(\mu x/2h)$, whose pole lies at height $\pi h/\mu$. Its Fourier content at $2\pi/h$ scales as

$$e^{-(2\pi/h)(\pi h/\mu)}=e^{-\pi^2/\mathrm{arcsinh}\,s}.$$

Since $\mathrm{arcsinh}\,s=s-s^3/6+\dots$, the exponent is $-\pi^2/s-\pi^2s/6+\dots$. The extra term vanishes as $s\to0$, so the frozen wall has the correct leading exponent.

**The prefactor.** At a complex distance $v$ from the pole, $p\sim\delta/v$. For $v\sim h$ this is of size $1/s$. The local term there is $s\,p^4\sim s^{-3}$, and the gradient term is $(1/s)(1/s)^2=s^{-3}$. Both keep the frozen power, which suggests

$$B\approx K s^{-3}e^{-\pi^2/\mathrm{arcsinh}\,s}.$$

The number $K$ need not be 723. The grid difference expands in terms $h^np^{(n)}$, and near the pole each is of order $(h/v)^np$. At $v\sim h$ none is small compared with the others, however fine the grid. On the real axis the correction to the profile is of order $s^2$, but the ripple is controlled by the region near the pole.

This is a scaling argument, not a proof, so the law was tested numerically. The product $B\,s^3e^{\pi^2/\mathrm{arcsinh}\,s}$ equals $5088$, $5075$ and $5071$ at $s=0.1$, $0.05$ and $0.025$. Extrapolation gives $K\approx5070$. The frozen wall therefore underestimates the barrier by a factor that tends to $7.0$.

**Why relaxation raises the barrier.** Relaxation lowers energies, so a larger barrier may look odd. At $s=1$ the energies of the two positions show what happens. For the frozen wall they are $\bar\Phi\pm A_1+A_2$, with $A_2=1.1\times10^{-5}$; for the relaxed wall they are the mean plus and minus half the barrier:

- The node-centred wall falls from $2.6069$ to $2.6032$, a drop of $0.0037$.
- The midpoint-centred wall falls from $2.5641$ to $2.5136$, a drop of $0.0505$.

The minimum gains far more than the saddle, and the barrier grows from $0.0429$ to $0.0896$.

## Contribution 4: the field

A field $E>0$ favours $p=+1$, which lies to the right of the wall. Moving the wall by $dX$ converts a strip of $+P_0$ into $-P_0$ and costs $2P_0E\,dX$ per area. The field thus pushes the wall towards negative $X$ with pressure $2P_0E$.

With one dominant harmonic, the relaxed landscape is

$$\Phi(X)\approx\bar\Phi+\frac B2\cos\frac{2\pi X}{h}.$$

At $s=0.75$ a wall sliding off its saddle follows this cosine to within $0.16\%$ of $B$. Its greatest slope is $\pi B/h$. Restoring units for $B$ and balancing pressures,

$$2P_0E_c=\frac{\pi B}{h}\qquad\text{or, in reduced units,}\qquad E_c=\frac{\pi B}{2s}.$$

At $s=0.75$, $B=0.00934$ and $E_c=\pi(0.00934)/1.5=0.0196$.

**Below threshold.** At $0.9E_c$ the wall should stop where $\sin(2\pi\Delta/h)=0.9$, that is $\Delta=0.178$ cells from its minimum. The simulated displacement, read from the total polarization, is $0.241$ cells. Most of the difference comes from the domains. The well curvature is $8w$, so each node gains $E/8=0.0022$; with 60 nodes, and a change of 2 in the sum per cell travelled, this mimics $60(0.0022)/2=0.066$ cells. The total expected is $0.244$.

**Above threshold.** At $1.1E_c$ the same readout gives $3.26$ cells in a time $192/(\Gamma w)$, of which about $0.08$ comes from the domains and the rest from wall motion. Here $\Gamma$ is the kinetic coefficient in $\partial_tp=-\Gamma\,\delta F/\delta p$, with the field energy included in $F$.

**Without pinning.** For a steadily moving continuum wall, the field supplies power $2P_0E|\dot X|$. Dissipation takes $\Gamma^{-1}\int(\partial_tp)^2dx=\dot X^2\,4/(3\delta\Gamma)$, because $\int p'^2dx=4/(3\delta)$. Equating them gives, at small field,

$$|\dot X|=v_0=\frac32\,\delta\,\Gamma P_0E .$$

The field $0.9E_c=0.0176$ that fails at $s=0.75$ was applied on a grid with $s=0.375$. The wall moves at $0.02602\,\delta\Gamma w$, against the continuum value $0.02640$. Holding the field and the model fixed and changing the spacing alone removes the pinning, which identifies the grid as its cause.

The remaining $1.4\%$ deficit is the ordinary $s^2$ error. To this order the relaxed mean energy is $\frac83w\delta-\frac4{45}wh^2/\delta$; at $s=0.05$ the measured coefficient is $0.08892$, against $4/45=0.08889$. At a stationary state the gradient energy is $\kappa\,\partial/\partial\kappa$ of the energy. With $\delta\propto\kappa^{1/2}$ it is

$$\frac12\left(\frac83w\delta+\frac4{45}\frac{wh^2}{\delta}\right)=\frac43w\delta\left(1+\frac{s^2}{30}\right).$$

This energy contains squared differences, whose sum is smaller than $\int p'^2dx$ by $(h^2/12)\int p''^2dx$. Since $\int p''^2dx=16/(15\delta^3)$, restoring that piece adds a relative $s^2/15$. The drag is therefore larger by $s^2/10$, or $1.4\%$ at $s=0.375$.

**Just above threshold the wall is slow.** If the drag is constant along the ripple, the local speed is $v_0(1-r\sin\theta)$ with $r=E_c/E$ and $\theta=2\pi X/h$ up to a constant. Averaging the inverse speed over a period gives

$$\langle v\rangle=v_0\sqrt{1-r^2}.$$

Pinning thus distorts mobilities even when the wall moves. Within this estimate, keeping the loss due to pinning below $1\%$ requires $E$ above about $7E_c$. The extra drag of relative size $s^2/10$ found above is a separate error: it slows the wall further and does not disappear at larger fields. It comes from the difference formula, so a finer grid or a higher-order difference reduces it.

## Weighing the contributions across grids

| $s$ | mean energy | barrier $B$ | $B/B_{\rm frozen}$ | $E_c$ |
|---|---|---|---|---|
| 1.00 | 2.558 | $9.0\times10^{-2}$ | 2.1 | $1.4\times10^{-1}$ |
| 0.75 | 2.612 | $9.3\times10^{-3}$ | 2.6 | $2.0\times10^{-2}$ |
| 0.50 | 2.644 | $5.5\times10^{-5}$ | 3.4 | $1.7\times10^{-4}$ |
| 0.25 | 2.661 | $1.6\times10^{-12}$ | 4.7 | $1.0\times10^{-11}$ |

Energies are in $w\delta$ and fields in $w/P_0$.

Halving $s$ from 1 to 0.5 reduces the mean-energy error from $4.1\%$ to $0.9\%$ of the continuum wall energy, a factor of about 5. The barrier falls by a factor of about 1600. A wall energy that looks nearly converged therefore says little about pinning: at $s=0.75$ the mean is within $2.1\%$, yet the wall stays pinned up to a field of about $0.02$.

The asymptotic law works best on fine grids. At $s=0.5$ it gives $5070\times8\times e^{-20.51}=5.0\times10^{-5}$, which is $8\%$ below the computed barrier. At $s=1$ it is $22\%$ low.

**The opposite limit.** For $s\gg1$ the nodes are nearly uncoupled. The minimum has $p_i=\pm1$ and energy about $4/s$. The saddle has one node at $p=0$ and energy about $s+2/s$. The barrier then approaches $s$, the cost of lifting one node over the double well. The landscape is now the double well of a single node rather than a cosine, and the threshold approaches the field that switches a uniform domain, which is the maximum of $4p(1-p^2)$, reached at $p=1/\sqrt3$:

$$E_{\rm bulk}=\frac{8}{3\sqrt3}\approx1.54 .$$

The cosine formula is no longer exact but stays close: with $B\to s$ it tends to $\pi/2\approx1.57$, about $2\%$ too high. At $s=1$ the pinning field is already $9\%$ of $E_{\rm bulk}$.

## Beside real ferroelectrics

Take round parameters $\delta=1$ nm, $w=20$ MJ/m³ and $P_0=0.5$ C/m². The units become $w\delta=20$ mJ/m² and $w/P_0=40$ MV/m. At $s=1$ the barrier is $1.8$ mJ/m² and the pinning field $5.6$ MV/m; at $s=0.5$ they are $0.0011$ mJ/m² and $0.0069$ MV/m. Coercive fields of common ferroelectrics are very roughly 1 MV/m in bulk ceramics and 10 MV/m in thin films, so the artefact at $s=1$ could pass for a material property. The uniform switching field of this model, about 62 MV/m, is far above those values. Real samples break the assumption of a uniform, defect-free crystal: they reverse through nucleation and wall motion among defects, which can need a much smaller field than uniform switching. Real walls may also feel the atomic lattice, but a grid spacing chosen equal to the lattice constant does not compute that barrier, since its height here follows from the difference scheme.

For this energy, this nearest-neighbour scheme and a flat wall aligned with the grid, $s\le0.5$ keeps the pinning field below $2\times10^{-4}\,w/P_0$. That suffices when the applied field is several times larger. Tilted or curved walls and thermal noise can alter the threshold and need their own calculation. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
Units: energy w*delta, field w/P0, length delta, time 1/(Gamma*w)
continuum wall energy = 2.666667 w*delta
spacing s = 1.00 delta
  frozen mean energy = 2.585474 w*delta
  relaxed mean energy = 2.558368 w*delta
  frozen barrier = 4.2852e-02 w*delta
  relaxed barrier B = 8.9585e-02 w*delta
  relaxed/frozen barrier = 2.091
  asymptotic law / relaxed barrier = 0.775
  depinning field E_c = 1.4072e-01 w/P0
spacing s = 0.75 delta
  frozen mean energy = 2.619203 w*delta
  relaxed mean energy = 2.611770 w*delta
  frozen barrier = 3.5741e-03 w*delta
  relaxed barrier B = 9.3386e-03 w*delta
  relaxed/frozen barrier = 2.613
  asymptotic law / relaxed barrier = 0.843
  depinning field E_c = 1.9559e-02 w/P0
spacing s = 0.50 delta
  frozen mean energy = 2.644961 w*delta
  relaxed mean energy = 2.643640 w*delta
  frozen barrier = 1.6041e-05 w*delta
  relaxed barrier B = 5.4559e-05 w*delta
  relaxed/frozen barrier = 3.401
  asymptotic law / relaxed barrier = 0.920
  depinning field E_c = 1.7140e-04 w/P0
spacing s = 0.25 delta
  frozen mean energy = 2.661144 w*delta
  relaxed mean energy = 2.661065 w*delta
  frozen barrier = 3.3428e-13 w*delta
  relaxed barrier B = 1.5847e-12 w*delta
  relaxed/frozen barrier = 4.741
  asymptotic law / relaxed barrier = 0.978
  depinning field E_c = 9.9570e-12 w/P0
scaled relaxed prefactor at s = 0.100: 5088.39
scaled relaxed prefactor at s = 0.050: 5074.81
scaled relaxed prefactor at s = 0.025: 5071.41
extrapolated relaxed prefactor K = 5070.3
frozen prefactor = 723.2
ratio of prefactors = 7.01
mean-energy error / s^2 at s=0.05 = 0.08892 (4/45=0.08889)
lowest Hessian eigenvalue, node, s=0.75: -0.1656 w*delta
lowest Hessian eigenvalue, midpoint, s=0.75: 0.1774 w*delta
largest cosine-landscape error, s=0.75: 0.16 % of B
drive duration, s=0.75: 191.7 1/(Gamma*w)
displacement at 0.9 E_c: 0.241 cells
displacement at 1.1 E_c: 3.264 cells
same 0.9 E_c field on s=0.375 grid: 0.01760 w/P0
speed on s=0.375 grid: 0.02602 delta*Gamma*w
continuum speed: 0.02640 delta*Gamma*w
model: delta=1.0 nm, w=20.0 MJ/m^3, P0=0.5 C/m^2
s=1.0: B=1.7917e+00 mJ/m^2, E_c=5.6288e+00 MV/m
s=0.5: B=1.0912e-03 mJ/m^2, E_c=6.8561e-03 MV/m
```
